# Time-Dependent Kohn–Sham Equations from the Dirac–Frenkel Orbital Action: verification in Python

```python
"""Time-dependent Kohn-Sham equations from a stationary orbital action.

Result under test: with f = 2 electrons per orbital c_j and n = f sum |c_j|^2,
  A = int dt { f sum <c_j| i d/dt - T - v_ext |c_j> - E_Hx[n(t)] }
is stationary (fixed ends) when i dc_j/dt = (T + v_ext + v_Hx[n(t)]) c_j.
Then overlaps are constant and dE/dt = int n dv_ext/dt.

Model: four electrons in one dimension, quartic well, soft-Coulomb repulsion
1/sqrt(x^2 + a^2), Hartree plus local-density exchange, no correlation.
Orbitals are stored as c = phi*sqrt(dx), so that sum |c|^2 = 1.
Internal units are atomic; printed units are eV, angstrom and fs.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.special import iti0k0, k1

EV = 1.0 / constants.value("Hartree energy in eV")
ANG = 1e-10 / constants.value("Bohr radius")
FS = 1e-15 / constants.value("atomic unit of time")

soft = 0.5 * ANG
well_height, well_length = 10.0 * EV, 2.0 * ANG
box = 10.0 * ANG
peak_tilt = 5.0 * EV / ANG
pulse_time, end_time = 0.4 * FS, 2.5 * FS
memory_time = 0.1 * FS
occ = 2.0


def make_grid(intervals):
    """Sine-basis grid with hard walls at the ends of the box."""
    index = np.arange(1, intervals)
    dx = box / intervals
    x = -box / 2 + index * dx
    sine = np.sqrt(2 / intervals) * np.sin(
        np.pi * np.outer(index, index) / intervals)
    kinetic = (sine * (0.5 * (np.pi * index / box) ** 2)) @ sine.T
    repulsion = 1 / np.sqrt((x[:, None] - x[None, :]) ** 2 + soft ** 2)
    return x, dx, kinetic, repulsion, well_height * (x / well_length) ** 4


def exchange_potential(n):
    z = np.pi * soft * np.maximum(n, 1e-14)
    return -iti0k0(z)[1] / (np.pi * soft)


def exchange_density(n):
    """Exchange energy per length: integral of the potential over density."""
    z = np.pi * soft * np.maximum(n, 1e-14)
    return n * exchange_potential(n) + (1 - z * k1(z)) / (np.pi * soft) ** 2


def ground_state(grid):
    x, dx, kinetic, repulsion, well = grid
    n = np.exp(-(x / well_length) ** 2)
    n *= 4 / (n.sum() * dx)
    for _ in range(2000):
        v = well + repulsion @ n * dx + exchange_potential(n)
        levels, vectors = np.linalg.eigh(kinetic + np.diag(v))
        new = occ * (vectors[:, :2] ** 2).sum(1) / dx
        change = np.abs(new - n).max()
        if change < 1e-11:
            break
        n = n + 0.2 * (new - n)
    assert change < 1e-11
    return levels, vectors[:, :2].T.copy()


grid = make_grid(50)
x, dx, kinetic, repulsion, well = grid


def tilt(t):
    t = np.asarray(t)
    return np.where(t < pulse_time,
                    peak_tilt * np.sin(np.pi * t / pulse_time) ** 2, 0.0)


def tilt_rate(t):
    if t >= pulse_time:
        return 0.0
    return peak_tilt * np.pi / pulse_time * np.sin(2 * np.pi * t / pulse_time)


def density(c):
    return occ * (np.abs(c) ** 2).sum(-2) / dx


def hx_energy(n):
    hartree = 0.5 * ((n @ repulsion) * n).sum(-1) * dx ** 2
    return hartree + exchange_density(n).sum(-1) * dx


def hx_potential(n):
    return n @ repulsion * dx + exchange_potential(n)


def external(times):
    return well + np.asarray(tilt(times))[..., None] * x


def kinetic_energy(path):
    return occ * (path.conj() * (path @ kinetic)).sum((-1, -2)).real


def total_energy(path, times):
    n = density(path)
    return (kinetic_energy(path) + (n * external(times)).sum(-1) * dx
            + hx_energy(n))


def orbital_energy_sum(path, times):
    n = density(path)
    v = external(times) + hx_potential(n)
    return kinetic_energy(path) + (n * v).sum(-1) * dx


# Exchange of the uniform gas from its density matrix, by direct quadrature.
u = np.linspace(1e-9, 400.0, 400001)
for n_gas in (0.2, 0.5):
    gamma = 2 * np.sin(np.pi * n_gas * u / 2) / (np.pi * u)
    integrand = gamma ** 2 / np.sqrt(u ** 2 + soft ** 2)
    direct = -0.5 * np.sum((integrand[1:] + integrand[:-1]) / 2 * np.diff(u))
    # the range left out beyond u = 400 contributes less than 1e-6
    assert abs(direct - exchange_density(np.array(n_gas))) < 2e-6

levels, start = ground_state(grid)
n_start = density(start)
energy_start = float(total_energy(start, 0.0))

# Convergence of the ground state with respect to the grid.
fine = make_grid(100)
fine_levels, fine_start = ground_state(fine)
fine_n = occ * (fine_start ** 2).sum(0) / fine[1]
fine_energy = (occ * np.sum(fine_start * (fine_start @ fine[2]))
               + np.sum(fine_n * fine[4]) * fine[1]
               + 0.5 * fine_n @ fine[3] @ fine_n * fine[1] ** 2
               + exchange_density(fine_n).sum() * fine[1])
assert abs(fine_energy - energy_start) < 1e-5

# Potential against a finite difference of the energy functional.
bump = n_start * np.cos(x + 0.3)
step = 1e-4
numeric = (hx_energy(n_start + step * bump)
           - hx_energy(n_start - step * bump)) / (2 * step)
assert abs(numeric - np.sum(hx_potential(n_start) * bump) * dx) < 1e-6


def propagate(times, memory):
    """Integrate the orbital equations with a method that is not unitary.

    With memory=True exchange is taken at a density averaged over the past.
    The last component accumulates the predicted change of the energy.
    """
    m = len(x)

    def rate(t, y):
        c = y[:2 * m].reshape(2, m)
        averaged = y[2 * m:3 * m].real
        n = density(c)
        vx_now = exchange_potential(n)
        vx_used = exchange_potential(averaged) if memory else vx_now
        v = well + tilt(t) * x + repulsion @ n * dx + vx_used
        dc = -1j * (c @ kinetic + v * c)
        dn = 2 * occ * (c.conj() * dc).real.sum(0) / dx
        power = tilt_rate(t) * np.sum(x * n) * dx
        power += np.sum((vx_now - vx_used) * dn) * dx
        return np.concatenate([dc.ravel(), (n - averaged) / memory_time,
                               [power]])

    y0 = np.concatenate([start.ravel(), n_start, [0.0]]).astype(complex)
    run = solve_ivp(rate, (times[0], times[-1]), y0, method="DOP853",
                    t_eval=times, rtol=1e-11, atol=1e-13)
    assert run.success
    path = run.y[:2 * m].T.reshape(len(times), 2, m)
    return path, run.y[-1].real


# Action evaluated from its definition during the pulse.
window = np.linspace(0.0, pulse_time, 2001)
weights = np.ones(len(window))
weights[1:-1:2], weights[2:-1:2] = 4, 2
weights *= (window[1] - window[0]) / 3
fraction = (window / pulse_time)[:, None, None]


def time_derivative(path):
    return CubicSpline(window, path, axis=0)(window, 1)


def action(path):
    n = density(path)
    inner = path.conj() * (1j * time_derivative(path) - path @ kinetic)
    lagrangian = (occ * inner.sum((1, 2))
                  - (n * external(window)).sum(1) * dx - hx_energy(n))
    return np.sum(weights * lagrangian)


def slope(path, variation):
    eps = 1e-4
    return (action(path + eps * variation)
            - action(path - eps * variation)) / (2 * eps)


def variation_shape(path):
    return (1 + 0.5j * x) * path + 0.3 * x * path[:, ::-1, :]


solution, _ = propagate(window, False)
fixed_ends = np.sin(np.pi * fraction) ** 2
slope_solution = slope(solution, fixed_ends * variation_shape(solution))
assert abs(slope_solution) < 1e-5

deformed = (1 + 0.2 * fraction) * solution * np.exp(0.3j * fraction * x)
eta = fixed_ends * variation_shape(deformed)
slope_deformed = slope(deformed, eta)
v_deformed = external(window) + hx_potential(density(deformed))
residual = (1j * time_derivative(deformed) - deformed @ kinetic
            - v_deformed[:, None, :] * deformed)
slope_formula = 2 * occ * np.sum(
    weights * (eta.conj() * residual).sum((1, 2)).real)
assert abs(slope_deformed - slope_formula) < 1e-5
assert abs(slope_deformed) > 1e-2

imaginary_action = action(deformed).imag
electrons_deformed = density(deformed).sum(1) * dx
half_growth = 0.5 * (electrons_deformed[-1] - electrons_deformed[0])
assert abs(imaginary_action - half_growth) < 1e-5

free_end = fraction * variation_shape(solution)
slope_free = slope(solution, free_end)
boundary_term = 1j * occ * np.sum(solution[-1].conj() * free_end[-1])
assert abs(slope_free - boundary_term) < 1e-5
assert abs(boundary_term) > 1e-2

# Conservation laws over the pulse and the static period after it.
times = np.linspace(0.0, end_time, 501)
static = times >= pulse_time * (1 - 1e-12)


def overlap_error(path):
    overlaps = path.conj() @ path.transpose(0, 2, 1)
    return np.abs(overlaps - np.eye(2)).max()


path, work = propagate(times, False)
energy = total_energy(path, times)
level_sum = orbital_energy_sum(path, times)
position = (density(path) * x).sum(1) * dx / 4
overlap_dev = overlap_error(path)
energy_spread = np.ptp(energy[static])
work_error = np.abs(energy - energy_start - work).max()
sum_spread = np.ptp(level_sum[static])
assert overlap_dev < 1e-7
assert energy_spread < 1e-6
assert work_error < 1e-6
assert energy[-1] - energy_start > 1e-2
assert sum_spread > 1e-3

# Contrast: exchange with memory keeps overlaps but not this energy.
path_mem, work_mem = propagate(times, True)
energy_mem = total_energy(path_mem, times)
overlap_dev_mem = overlap_error(path_mem)
first = np.flatnonzero(static)[0]
change_mem = energy_mem[-1] - energy_mem[first]
predicted_mem = work_mem[-1] - work_mem[first]
work_error_mem = np.abs(energy_mem - energy_start - work_mem).max()
assert overlap_dev_mem < 1e-7
assert work_error_mem < 1e-6
assert abs(change_mem) > 1e-4

action_unit = EV * FS
print(f"softening length a: {soft / ANG:.2f} angstrom")
print(f"well: {well_height / EV:.1f} eV at x = {well_length / ANG:.1f} angstrom")
print(f"box length: {box / ANG:.1f} angstrom, spacing {dx / ANG:.2f} angstrom")
print(f"peak tilt: {peak_tilt / (EV / ANG):.1f} eV/angstrom")
print(f"pulse duration: {pulse_time / FS:.2f} fs, end {end_time / FS:.2f} fs")
print(f"initial orbital energies: {levels[0] / EV:.4f}, "
      f"{levels[1] / EV:.4f} eV")
print(f"lowest empty level: {levels[2] / EV:.4f} eV")
print(f"initial total energy: {energy_start / EV:.4f} eV "
      f"= {energy_start:.6f} hartree")
print(f"initial orbital-energy sum: {level_sum[0] / EV:.4f} eV")
print(f"change of energy on halving the spacing: "
      f"{abs(fine_energy - energy_start) / EV:.1e} eV")
print("-- action during the pulse (slope = dA/d epsilon) --")
print(f"|slope| at solution, fixed ends: "
      f"{abs(slope_solution) / action_unit:.1e} eV fs")
print(f"slope at deformed path, from action: "
      f"{slope_deformed.real / action_unit:.5f} eV fs")
print(f"slope at deformed path, from formula: "
      f"{slope_formula / action_unit:.5f} eV fs")
print(f"Im A of deformed path: {imaginary_action:.5f} hbar")
print(f"half the growth of its electron number: {half_growth:.5f}")
print(f"|slope| at solution, free final end: "
      f"{abs(slope_free) / action_unit:.5f} eV fs")
print(f"|boundary term|: {abs(boundary_term) / action_unit:.5f} eV fs")
print("-- adiabatic run: t (fs), E (eV), orbital sum (eV), <x> (angstrom) --")
for t_fs in (0.0, 0.2, 0.4, 1.0, 1.5, 2.0, 2.5):
    k = int(np.argmin(np.abs(times - t_fs * FS)))
    print(f"{times[k] / FS:.2f}  {energy[k] / EV:.5f}  "
          f"{level_sum[k] / EV:.4f}  {position[k] / ANG:+.4f}")
print(f"largest overlap deviation: {overlap_dev:.1e}")
print(f"energy absorbed: {(energy[-1] - energy_start) / EV:.5f} eV "
      f"= {energy[-1] - energy_start:.6f} hartree")
print(f"work done by the tilt: {work[-1] / EV:.5f} eV")
print(f"largest |E(t) - E(0) - work|: {work_error / EV:.1e} eV")
print(f"energy spread, static period: {energy_spread / EV:.1e} eV")
print(f"orbital-sum spread, static period: {sum_spread / EV:.4f} eV")
print("-- contrast run with memory in exchange --")
print(f"memory time: {memory_time / FS:.2f} fs")
print(f"largest overlap deviation: {overlap_dev_mem:.1e}")
print(f"E at pulse end: {energy_mem[first] / EV:.5f} eV")
print(f"E at final time: {energy_mem[-1] / EV:.5f} eV")
print(f"change of E, static period: {change_mem / EV:.5f} eV")
print(f"change predicted by the power formula: {predicted_mem / EV:.5f} eV")
print("verified")
```

It prints:

```
softening length a: 0.50 angstrom
well: 10.0 eV at x = 2.0 angstrom
box length: 10.0 angstrom, spacing 0.20 angstrom
peak tilt: 5.0 eV/angstrom
pulse duration: 0.40 fs, end 2.50 fs
initial orbital energies: 42.8541, 45.9210 eV
lowest empty level: 51.4629 eV
initial total energy: 90.9391 eV = 3.341951 hartree
initial orbital-energy sum: 177.5502 eV
change of energy on halving the spacing: 5.1e-06 eV
-- action during the pulse (slope = dA/d epsilon) --
|slope| at solution, fixed ends: 8.1e-07 eV fs
slope at deformed path, from action: -16.35744 eV fs
slope at deformed path, from formula: -16.35743 eV fs
Im A of deformed path: 0.88000 hbar
half the growth of its electron number: 0.88000
|slope| at solution, free final end: 3.16934 eV fs
|boundary term|: 3.16934 eV fs
-- adiabatic run: t (fs), E (eV), orbital sum (eV), <x> (angstrom) --
0.00  90.93912  177.5502  +0.0000
0.20  89.55107  176.7018  -0.3715
0.40  102.02431  190.9918  -0.2287
1.00  102.02431  188.5948  +0.3385
1.50  102.02431  189.8078  +0.0612
2.00  102.02431  189.7080  -0.1282
2.50  102.02431  188.1773  -0.4661
largest overlap deviation: 6.9e-11
energy absorbed: 11.08520 eV = 0.407373 hartree
work done by the tilt: 11.08520 eV
largest |E(t) - E(0) - work|: 1.2e-08 eV
energy spread, static period: 1.2e-08 eV
orbital-sum spread, static period: 11.3329 eV
-- contrast run with memory in exchange --
memory time: 0.10 fs
largest overlap deviation: 7.7e-11
E at pulse end: 98.94856 eV
E at final time: 91.70953 eV
change of E, static period: -7.23903 eV
change predicted by the power formula: -7.23903 eV
verified
```
